# Is charge sloshing set by the number of atoms?: a numerical check

```python
# Result under test: in a metal the largest eigenvalue of the SCF dielectric
# matrix eps = 1 - chi0 v is about 1 + ks^2/Gmin^2, Gmin = 2 pi / longest edge.
# It therefore depends on cell shape, not on the number of atoms N as such:
# eps_max - 1 grows as N^(2/3) (cubes), N (plates), N^2 (rods); in an
# insulator it levels off.  Plain mixing is stable for alpha < 2/eps_max.
# Model: simple cubic lattice, one orbital per atom, half filling, hopping HOP,
# lattice constant A_LAT, Fermi smearing kT, Hartree interaction v restricted
# to first-zone plane waves.  chi0 = response to the total potential.
# ks^2 = 4 pi e^2 D / a^3, D = smeared density of states per atom, both spins.
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

HOP = 1.0        # eV
A_LAT = 3.0      # angstrom
KT_METAL = 0.3   # eV
KT_INS = 0.1     # eV
STAGGER = 2.0    # eV, alternating site energy of the insulator
E2 = const.e / (4 * math.pi * const.epsilon_0) * 1e10   # eV angstrom


class Supercell:
    def __init__(self, shape, kT=KT_METAL, stagger=0.0, mesh=12):
        self.shape, self.kT = shape, kT
        self.n = n = int(np.prod(shape))
        index = np.arange(n).reshape(shape)
        shifts = []
        for axis in range(3):
            s = np.zeros((n, n))
            s[np.roll(index, -1, axis=axis).ravel(), np.arange(n)] = 1
            shifts.append(s)
        # k points come in pairs (k, -k) with equal densities: keep one of each
        counts = [math.ceil(mesh / length) for length in shape]
        points = list(itertools.product(*[range(c) for c in counts]))
        total = len(points)
        points = points[:(total + 1) // 2]
        self.w = np.full(len(points), 2.0 / total)
        if total % 2:
            self.w[-1] = 1.0 / total
        parity = np.indices(shape).sum(axis=0).ravel() % 2
        onsite = np.diag(stagger * (1.0 - 2.0 * parity))
        self.h0 = np.zeros((len(points), n, n), dtype=complex)
        for i, p in enumerate(points):
            self.h0[i] = onsite
            for axis in range(3):
                angle = 2 * math.pi * (p[axis] + 0.5)
                angle /= counts[axis] * shape[axis]
                hop = np.exp(1j * angle) * shifts[axis]
                self.h0[i] -= HOP * (hop + hop.conj().T)
        # squared reciprocal vectors in units of 1/a^2, and the interaction
        freq = [2 * math.pi * np.fft.fftfreq(length) for length in shape]
        gx, gy, gz = np.meshgrid(*freq, indexing="ij")
        self.g2 = gx**2 + gy**2 + gz**2
        self.v = np.zeros(shape)
        nonzero = self.g2 > 1e-12
        self.v[nonzero] = 4 * math.pi * E2 / A_LAT / self.g2[nonzero]
        self.g2min = self.g2[nonzero].min()
        self.factors = None

    def coulomb(self, x, power=1.0):
        f = np.fft.fftn(x.reshape(self.shape)) * self.v**power
        return np.fft.ifftn(f).real.ravel()

    def chi0(self, potential):
        # first-order perturbation theory summed over all pairs of states
        if self.factors is None:
            e, self.c = np.linalg.eigh(self.h0)
            self.ch = self.c.conj().transpose(0, 2, 1).copy()
            b = e / (2 * self.kT)
            d = b[:, :, None] - b[:, None, :]
            d = np.where(np.abs(d) < 1e-7, 1e-7, d)
            cosh = np.cosh(b)
            self.factors = -np.sinh(d) / d / (4 * self.kT)
            self.factors /= cosh[:, :, None] * cosh[:, None, :]
            self.factors *= self.w[:, None, None]
        m = self.ch @ (potential[None, :, None] * self.c)
        m = self.c @ (m * self.factors)
        return 2 * (m * self.c.conj()).real.sum(axis=(0, 2))

    def eps(self, x):
        # symmetric form of 1 - chi0 v, with the same eigenvalues
        return x - self.coulomb(self.chi0(self.coulomb(x, 0.5)), 0.5)

    def eps_max(self, tol=1e-7):
        x = np.random.default_rng(1).normal(size=self.n)
        x -= x.mean()
        x /= np.linalg.norm(x)
        old = 0.0
        for _ in range(150):
            y = self.eps(x)
            value = x @ y
            x = y / np.linalg.norm(y)
            if abs(value - old) < tol * value:
                break
            old = value
        self.mode = x
        return value

    def weight_gmin(self, x):
        p = np.abs(np.fft.fftn(x.reshape(self.shape)))**2
        return p[np.abs(self.g2 - self.g2min) < 1e-9].sum() / p.sum()

    def eps_range(self):
        m = np.array([self.eps(row) for row in np.eye(self.n)])
        values = np.linalg.eigvalsh((m + m.T) / 2)
        return values[1], values[-1]     # values[0] = 1 is the uniform mode

    def density(self, potential):
        # full nonlinear step: diagonalize, fix electron number, sum states
        e, c = np.linalg.eigh(self.h0 + np.diag(potential))

        def excess(mu):
            f = expit((mu - e) / self.kT)
            return 2 * (self.w @ f.sum(axis=1)) - self.n

        mu = brentq(excess, -1.0, 1.0, xtol=1e-14)
        f = expit((mu - e) / self.kT) * self.w[:, None]
        return 2 * (np.abs(c)**2 * f[:, None, :]).sum(axis=(0, 2))

    def scf(self, q, alpha, steps, target=0.0):
        # q = excess electrons per atom; the converged answer is q = 0
        norms = [np.linalg.norm(q)]
        for _ in range(steps):
            q = q + alpha * (self.density(self.coulomb(q)) - 1.0 - q)
            norms.append(np.linalg.norm(q))
            if norms[-1] < target * norms[0]:
                break
        return q, np.array(norms)


def point_charge(n, size):
    q = np.full(n, -size / n)
    q[0] += size
    return q


# Density of states from a dense average over the bulk band
k = 2 * math.pi * (np.arange(48) + 0.5) / 48
ck = np.cos(k)
band = -2 * HOP * (ck[:, None, None] + ck[None, :, None] + ck[None, None, :])
D = 2 * np.mean(1 / (4 * KT_METAL * np.cosh(band / (2 * KT_METAL))**2))
ks2 = 4 * math.pi * E2 * D / A_LAT       # in units of 1/a^2
print(f"hopping {HOP:.1f} eV, lattice constant {A_LAT:.1f} angstrom")
print(f"smearing: metal {KT_METAL:.1f} eV, insulator {KT_INS:.1f} eV")
print(f"e^2/(4 pi eps0) = {E2:.4f} eV angstrom")
print(f"density of states D = {D:.4f} per eV per atom (both spins)")
print(f"ks = {math.sqrt(ks2) / A_LAT:.4f} per angstrom; (ks a)^2 = {ks2:.3f}")

# Largest eigenvalue for metal cells of three shapes
shapes = [(4, 4, 4), (6, 6, 6), (4, 4, 1), (8, 8, 1),
          (1, 1, 8), (1, 1, 16), (1, 1, 32), (1, 1, 64)]
top, ratio = {}, {}
print("METAL: cell, N, Gmin (1/angstrom), eps_max, 1+ks^2/Gmin^2, ratio")
print("(ratio = computed (eps_max - 1) over ks^2/Gmin^2)")
for shape in shapes:
    cell = Supercell(shape)
    top[shape] = cell.eps_max()
    simple = ks2 / cell.g2min
    ratio[shape] = (top[shape] - 1) / simple
    print(f"{shape} N={cell.n} G={math.sqrt(cell.g2min) / A_LAT:.4f} "
          f"eps={top[shape]:.2f} simple={1 + simple:.2f} "
          f"ratio={ratio[shape]:.4f}")
    assert cell.weight_gmin(cell.mode) > 0.98
assert abs(ratio[(1, 1, 32)] - 1) < 0.03
assert abs(ratio[(1, 1, 64)] - 1) < 0.03


def exponent(small, large):
    growth = (top[large] - 1) / (top[small] - 1)
    return math.log(growth) / math.log(np.prod(large) / np.prod(small))


p_cube = exponent((4, 4, 4), (6, 6, 6))
p_plate = exponent((4, 4, 1), (8, 8, 1))
p_rod = exponent((1, 1, 16), (1, 1, 64))
print(f"exponent of N in eps_max-1, cubes 64 to 216 atoms: {p_cube:.3f}")
print(f"exponent, plates 16 to 64 atoms: {p_plate:.3f}")
print(f"exponent, rods 16 to 64 atoms: {p_rod:.3f}")
# small cubes and plates are not yet in the long-wave limit: wider tolerance
assert abs(p_cube - 2 / 3) < 0.10
assert abs(p_plate - 1) < 0.12
assert abs(p_rod - 2) < 0.05
same_edge = top[(8, 8, 1)] / top[(1, 1, 8)]
same_n = top[(1, 1, 64)] / top[(4, 4, 4)]
print(f"same longest edge, 64 atoms over 8 atoms: eps ratio {same_edge:.4f}")
print(f"same N=64, rod over cube: eps ratio {same_n:.1f}")
assert abs(same_edge - 1) < 0.03 and same_n > 50

# Insulator: elongation no longer matters
ins = []
for length in (8, 16, 24):
    cell = Supercell((2, 2, length), KT_INS, STAGGER, mesh=8)
    ins.append(cell.eps_max(tol=1e-5))
    print(f"INSULATOR (2, 2, {length}) N={cell.n} eps_max={ins[-1]:.3f}")
gap = 2 * np.abs(np.linalg.eigvalsh(cell.h0)).min()
print(f"insulator: alternating energy {STAGGER:.1f} eV, "
      f"smallest gap on the k mesh {gap:.2f} eV")
assert abs(ins[2] / ins[1] - 1) < 0.10

# Nonlinear SCF runs just above the stability limit of the 8-atom rod
rod, cube = Supercell((1, 1, 8)), Supercell((2, 2, 2))
limit = 2 / top[(1, 1, 8)]
alpha = 1.1 * limit
q, norms = rod.scf(point_charge(8, 1e-6), alpha, 25)
growth = norms[-1] / norms[-2]
measured = (1 + growth) / alpha
weight = rod.weight_gmin(q)
print(f"8-atom rod: stability limit {limit:.4f}, step used {alpha:.4f}")
print(f"rod: error grows by {growth:.4f} per step, so eps = {measured:.2f}")
print(f"rod: share of the growing error at Gmin {weight:.5f}")
assert abs(measured / top[(1, 1, 8)] - 1) < 0.01
assert growth > 1.1 and weight > 0.99
_, norms = cube.scf(point_charge(8, 1e-6), alpha, 25)
left_cube = norms[-1] / norms[0]
print(f"8-atom cube, same step: error left after 25 steps {left_cube:.2e}")
assert left_cube < 0.1
_, norms = rod.scf(1e-6 * (-1.0)**np.arange(8), alpha, 25)
left_short = norms[-1] / norms[0]
print(f"rod, start of period 2a, same step: error left {left_short:.2e}")
assert left_short < 0.01

# Iterations to shrink the density error 1000-fold with step 1/eps_max
steps_needed = {}
for shape in [(2, 2, 2), (1, 1, 8), (1, 1, 16)]:
    cell = Supercell(shape)
    low, high = cell.eps_range()
    bound = math.log(1000) / -math.log(1 - low / high)
    _, norms = cell.scf(point_charge(cell.n, 1e-4), 1 / high, 1000, 1e-3)
    count = len(norms) - 1
    steps_needed[shape] = count
    print(f"SCF {shape} N={cell.n}: eps_min={low:.3f} eps_max={high:.3f} "
          f"steps={count} slowest-mode estimate={bound:.1f}")
    assert norms[-1] < 1e-3 * norms[0]
    assert 0.6 * bound < count < bound + 1.5
step_ratio = steps_needed[(1, 1, 16)] / steps_needed[(1, 1, 8)]
print(f"steps, 16-atom rod over 8-atom rod: {step_ratio:.2f}")
assert 3 < step_ratio < 5
assert steps_needed[(1, 1, 8)] > 2 * steps_needed[(2, 2, 2)]
print("PASS")
```

Printed output:

```
hopping 1.0 eV, lattice constant 3.0 angstrom
smearing: metal 0.3 eV, insulator 0.1 eV
e^2/(4 pi eps0) = 14.3996 eV angstrom
density of states D = 0.2855 per eV per atom (both spins)
ks = 1.3831 per angstrom; (ks a)^2 = 17.218
METAL: cell, N, Gmin (1/angstrom), eps_max, 1+ks^2/Gmin^2, ratio
(ratio = computed (eps_max - 1) over ks^2/Gmin^2)
(4, 4, 4) N=64 G=0.5236 eps=8.47 simple=7.98 ratio=1.0704
(6, 6, 6) N=216 G=0.3491 eps=17.13 simple=16.70 ratio=1.0274
(4, 4, 1) N=16 G=0.5236 eps=8.47 simple=7.98 ratio=1.0704
(8, 8, 1) N=64 G=0.2618 eps=29.34 simple=28.91 ratio=1.0154
(1, 1, 8) N=8 G=0.2618 eps=29.30 simple=28.91 ratio=1.0138
(1, 1, 16) N=16 G=0.1309 eps=112.76 simple=112.65 ratio=1.0010
(1, 1, 32) N=32 G=0.0654 eps=446.69 simple=447.59 ratio=0.9980
(1, 1, 64) N=64 G=0.0327 eps=1782.38 simple=1787.37 ratio=0.9972
exponent of N in eps_max-1, cubes 64 to 216 atoms: 0.633
exponent, plates 16 to 64 atoms: 0.962
exponent, rods 16 to 64 atoms: 1.997
same longest edge, 64 atoms over 8 atoms: eps ratio 1.0016
same N=64, rod over cube: eps ratio 210.5
INSULATOR (2, 2, 8) N=32 eps_max=2.307
INSULATOR (2, 2, 16) N=64 eps_max=2.444
INSULATOR (2, 2, 24) N=96 eps_max=2.473
insulator: alternating energy 2.0 eV, smallest gap on the k mesh 4.00 eV
8-atom rod: stability limit 0.0683, step used 0.0751
rod: error grows by 1.2000 per step, so eps = 29.30
rod: share of the growing error at Gmin 1.00000
8-atom cube, same step: error left after 25 steps 1.03e-02
rod, start of period 2a, same step: error left 1.17e-03
SCF (2, 2, 2) N=8: eps_min=2.052 eps_max=3.148 steps=7 slowest-mode estimate=6.5
SCF (1, 1, 8) N=8: eps_min=3.152 eps_max=29.296 steps=53 slowest-mode estimate=60.7
SCF (1, 1, 16) N=16: eps_min=3.152 eps_max=112.759 steps=200 slowest-mode estimate=243.7
steps, 16-atom rod over 8-atom rod: 3.77
PASS
```
